# How one acceptor's position changes a nanowire transistor's barrier and current

## The problem

An n-channel transistor has an undoped cylindrical channel of radius \(R=3\) nm and length \(L=16\) nm, surrounded by an oxide of thickness \(t=1\) nm and a gate. The relative permittivities are 12 in the wire and 4 in the oxide. The electron mass is \(m=0.2\,m_0\), the temperature is 300 K, and there is one valley. These are round model parameters.

One ionized acceptor, of charge \(-e\), sits on the axis at a distance \(z_0\) from the source: 4 nm (source-side), 8 nm (central) or 12 nm (drain-side). The gate voltage is held where a very long undoped channel would have a barrier \(B=0.40\) eV. The drain voltage is \(V_D=0.60\) V. By how much does the acceptor change the barrier height and the subthreshold current in each position?

Electron energies are measured from the lowest subband edge in the source, and the source Fermi level is placed at that edge. Source and drain are ideal equipotential planes at \(z=0\) and \(z=L\). Mobile charge in the channel is neglected, and transport is ballistic.

## A tempting solution

The acceptor repels electrons. Averaged over the transverse density of the lowest subband, its repulsion in its own cross-section is 126.7 meV at 4 nm, 129.0 meV at 8 nm and 126.7 meV at 12 nm (the series derived below gives these values). Take this as the rise of the barrier. With \(kT=25.85\) meV, thermionic emission then multiplies the current by

\[
e^{-126.7/25.85}=0.0074,\qquad e^{-129.0/25.85}=0.0068,\qquad e^{-126.7/25.85}=0.0074 .
\]

Position would hardly matter, and the source-side and drain-side acceptors would be equivalent.

There are two faults. First, the barrier height is the maximum of a sum, and the repulsion at the acceptor is added to an undoped energy that may lie far below the undoped maximum. Second, the exponential supposes that electrons must pass over the top, whereas the acceptor's contribution is a narrow peak through which they can tunnel. The first fault is cured by electrostatics, the second by a transmission calculation.

## The undoped barrier

Let \(u(r,z)\) be the electrostatic electron energy, \(-e\) times the potential up to a constant. The transverse confinement energy is the same at every \(z\) and is absorbed in the energy zero. Without the acceptor \(\nabla^2u=0\), with \(u=0\) at the source and \(u=-eV_D\) at the drain. The gate sits at \(u=B\), since far from both contacts \(u\) must approach \(B\).

In the oxide, neglect the axial variation. Then \(u\) is linear in \(\ln r\), and continuity of the normal displacement at \(r=R\) gives

\[
\epsilon_s\frac{\partial u}{\partial r}=\frac{\epsilon_{ox}(B-u)}{R\ln(1+t/R)}
\quad\Rightarrow\quad
R\frac{\partial u}{\partial r}=\beta(B-u),\qquad
\beta=\frac{\epsilon_{ox}}{\epsilon_s\ln(1+t/R)}=1.159 .
\]

For \(u-B\) this condition is homogeneous. A radial function \(J_0(kr)\) has derivative \(-kJ_1(kr)\), so the allowed \(k_n=x_n/R\) satisfy

\[
x_nJ_1(x_n)=\beta J_0(x_n).
\]

The first root is \(x_1=1.328\), and the longest decay length is \(\lambda=R/x_1=2.26\) nm.

These modes are orthogonal with weight \(r\). Their norm follows from

\[
\frac{d}{dr}\left\{\frac{r^2}{2}\left[J_0^2(kr)+J_1^2(kr)\right]\right\}
=r(J_0^2+J_1^2)-rJ_1^2=rJ_0^2,
\]

where \(J_0'=-J_1\) and \(J_1'(s)=J_0-J_1/s\) were used. Integration over the disc gives

\[
N_n=2\pi\int_0^R J_0^2(k_nr)\,r\,dr=\pi R^2\left[J_0^2(x_n)+J_1^2(x_n)\right].
\]

Since \(\int_0^RJ_0(k_nr)r\,dr=R^2J_1(x_n)/x_n\), the constant 1 has the expansion

\[
1=\sum_n b_nJ_0(k_nr),\qquad b_n=\frac{2J_1(x_n)}{x_n[J_0^2(x_n)+J_1^2(x_n)]}.
\]

Each axial factor of \(u-B\) obeys \(f''=k_n^2f\). At the two ends \(u-B\) equals \(-B\) and \(-(B+eV_D)\). Both conditions are met by

\[
u=B-\sum_n b_nJ_0(k_nr)\,
\frac{B\sinh k_n(L-z)+(B+eV_D)\sinh k_nz}{\sinh k_nL}.
\]

To first order in the radial variation of \(u\), the subband edge is the average of \(u\) over the transverse density

\[
|\chi(r)|^2=\frac{J_0^2(j_{01}r/R)}{\pi R^2J_1^2(j_{01})},
\]

which vanishes at the wall because \(j_{01}\) is the first zero of \(J_0\). Let \(M_n\) be the average of \(J_0(k_nr)\). Replacing \(J_0(k_nr)\) by \(M_n\) gives the undoped edge \(U_0(z)\).

Several decay lengths from both contacts, only \(n=1\) matters and each ratio of hyperbolic sines is an exponential:

\[
U_0\simeq B-b_1M_1\left[Be^{-z/\lambda}+(B+eV_D)e^{-(L-z)/\lambda}\right].
\]

Setting the derivative to zero gives \(Be^{-z/\lambda}=(B+eV_D)e^{-(L-z)/\lambda}\), so the top is at

\[
z_m=\frac L2-\frac{\lambda}{2}\ln\left(1+\frac{eV_D}{B}\right).
\]

In terms of \(z_m\) the bracket is a single symmetric function, and

\[
U_0(z_m)-U_0(z)\simeq 2b_1M_1\sqrt{B(B+eV_D)}\,e^{-L/2\lambda}
\left[\cosh\frac{z-z_m}{\lambda}-1\right]. \tag{1}
\]

Thus drain bias moves the centre of symmetry toward the source. Here \(z_m=8-1.13\ln 2.5=6.96\) nm. The full series puts the maximum at 6.96 nm, with height 359.1 meV.

## The acceptor's contribution

The acceptor has charge density \(-e\delta^3\), so its contribution \(w\) to the electron energy obeys

\[
\nabla^2w=-\frac{e^2}{\epsilon_s}\,\delta^3(\mathbf r-\mathbf r_0).
\]

Here \(\epsilon_s\) is the absolute permittivity. The contact and gate potentials are already in \(u\), so \(w=0\) at both ends and \(R\,\partial_rw=-\beta w\) at the wall. Write \(w=\sum_nJ_0(k_nr)h_n(z)\), multiply by \(J_0(k_nr)\) and integrate over the disc. With \(J_0(0)=1\),

\[
h_n''-k_n^2h_n=-\frac{e^2}{\epsilon_sN_n}\delta(z-z_0).
\]

Let \(z_<\) and \(z_>\) be the smaller and larger of \(z,z_0\). The continuous solution vanishing at both ends is \(h_n=C\sinh k_nz_<\,\sinh k_n(L-z_>)\). Its slope jumps at \(z_0\) by

\[
-Ck_n\left[\sinh k_nz_0\cosh k_n(L-z_0)+\cosh k_nz_0\sinh k_n(L-z_0)\right]=-Ck_n\sinh k_nL,
\]

which must equal \(-e^2/(\epsilon_sN_n)\). Averaging over \(|\chi|^2\) gives

\[
W(z,z_0)=\sum_nA_n\frac{\sinh k_nz_<\,\sinh k_n(L-z_>)}{k_n\sinh k_nL},
\qquad A_n=\frac{e^2M_n}{\epsilon_sN_n}. \tag{2}
\]

The Coulomb divergence on the axis has been averaged away, but a cusp remains. To find it, multiply Poisson's equation by \(|\chi|^2\) and integrate over a thin slab around \(z_0\). In the transverse term both derivatives can be moved onto \(|\chi|^2\), because \(|\chi|^2\) and its radial derivative vanish at the wall. That term then disappears with the slab thickness. The slope of \(W\) therefore drops by \(2s\), where

\[
s=\frac{e^2|\chi(0)|^2}{2\epsilon_s}=98.9\ \text{meV/nm}
\quad\text{for}\quad |\chi(0)|^2=0.131\ \text{nm}^{-2}.
\]

## Where is the new top?

The new edge is \(U=U_0+W\), and the barrier change is

\[
\Delta E=\max_z\left[U_0(z)+W(z,z_0)\right]-U_0(z_m).
\]

Let \(\mu\) be the mean of the slopes of \(W\) on the two sides of \(z_0\). From (2),

\[
\mu=\frac12\sum_nA_n\frac{\sinh k_n(L-2z_0)}{\sinh k_nL}.
\]

The slopes of \(U\) are \(U_0'+\mu+s\) on the left and \(U_0'+\mu-s\) on the right. The acceptor marks a local maximum if the first is positive and the second negative, that is, if

\[
|U_0'(z_0)+\mu|<s .
\]

By symmetry \(\mu=0\) at 8 nm. At 4 and 12 nm the first mode carries the factor \(\pm e^{-8/2.26}=\pm0.03\), and the other modes smaller ones, so \(\mu\) is a small correction. The undoped slopes are 30.9, −8.6 and −82.6 meV/nm at 4, 8 and 12 nm. All three acceptors make a local maximum, but it need not be the highest one.

**Top at the acceptor.** Evaluating \(U\) at \(z_0\) gives

\[
\Delta E=W(z_0,z_0)-\left[U_0(z_m)-U_0(z_0)\right]. \tag{3}
\]

The bracket is what the tempting solution left out.

**Top near its old place.** Put \(z=z_m+d\). Since \(U_0'(z_m)=0\), expansion to second order gives

\[
U\simeq U_0(z_m)+W+W'd-\tfrac12cd^2,\qquad c=-(U_0''+W''),
\]

with all derivatives at \(z_m\). The maximum is at \(d=W'/c\), so

\[
\Delta E\simeq W(z_m,z_0)+\frac{W'^2}{2c}. \tag{4}
\]

This requires \(c>0\) and a displacement small compared with \(\lambda\).

## The three barrier changes

The undoped energies at the acceptor sites are 318.7, 354.7 and 208.0 meV. Equation (3) gives

- source-side: \(126.7-(359.1-318.7)=86.3\) meV;
- central: \(129.0-(359.1-354.7)=124.6\) meV;
- drain-side: \(126.7-(359.1-208.0)=-24.4\) meV.

The negative value means that the peak at the drain-side acceptor is lower than the original top, so (4) must be used there. At \(z_m\) the repulsion is 8.86 meV, its slope is 3.98 meV/nm and \(c=6.20\) meV/nm². Hence

\[
d=\frac{3.98}{6.20}=0.64\ \text{nm},\qquad
\Delta E\simeq8.86+\frac{3.98^2}{2\times6.20}=10.1\ \text{meV}.
\]

Direct maximization of \(U\) on a fine grid gives 10.2 meV, with the top at 7.63 nm. A second, lower maximum stands at the acceptor, at \(208.0+126.7=334.7\) meV.

Equation (1) explains the contrast. The source-side acceptor is 2.96 nm from \(z_m\), the drain-side one 5.04 nm. The factors \(\cosh[(z_0-z_m)/\lambda]-1\) are about 0.99 and 3.7, which accounts for the undoped energy deficits of 40 and 151 meV.

Moving the acceptor in steps of 0.1 nm from 1 to 15 nm and maximizing \(U\) each time gives the largest change, 128.9 meV, at 7.0 nm. The site that raises the barrier most is thus close to the undoped top, not at mid-channel. The top coincides with the acceptor for sites from 2.6 to 11.4 nm. Outside that interval the highest point is the old top, shifted by up to about 1 nm.

The boundary condition at the oxide neglects axial field variation there. A finite-volume solution of Poisson's equation with the oxide included as a region, and no flux through its end faces, gives 85.5, 123.8 and 10.1 meV. With that treatment of the end faces, the simplification costs less than 1 meV in these barrier changes. The result depends somewhat on the end faces: if the contact planes are instead continued through the oxide, the source-side change falls to about 84 meV and the undoped top drops by about 5 meV. That raises the absolute currents computed below by roughly a fifth but alters their ratios by only a few per cent.

## From barrier to current

With spin degeneracy 2, the ballistic current of one subband is

\[
I=\frac{2e}{h}\int T(E)\,[f_S(E)-f_D(E)]\,dE ,
\]

where \(T\) is the transmission and \(f_S,f_D\) are the contact Fermi functions. Classically \(T=1\) above the top \(E_b\) and 0 below it. Using \(\int_{E_b}^{\infty}f_S\,dE=kT\ln(1+e^{-E_b/kT})\), and the same with \(E_b+eV_D\) for the drain,

\[
I_{cl}=\frac{2e}{h}kT\left[\ln(1+e^{-E_b/kT})-\ln(1+e^{-(E_b+eV_D)/kT})\right].
\]

For \(E_b\gg kT\), \(\ln(1+y)\simeq y\), and

\[
I_{cl}\simeq\frac{2e}{h}kT\,e^{-E_b/kT}\left(1-e^{-eV_D/kT}\right),
\qquad \frac{I_{cl}}{I_{cl,0}}=e^{-\Delta E/kT}.
\]

The undoped classical current is 1.86 pA. The ratios are 0.036, 0.0081 and 0.67 for the source-side, central and drain-side acceptors.

These ratios use the maxima of the averaged subband edge, which is a first-order approximation, and they ignore tunnelling. At an energy \(\delta\) below a cusp with slopes \(\pm s\), the semiclassical tunnelling exponent is

\[
2\times2\int_0^{\delta/s}\frac{\sqrt{2m(\delta-sy)}}{\hbar}\,dy
=\frac{8\sqrt{2m}}{3\hbar s}\,\delta^{3/2}.
\]

The thermal population grows by \(e^{\delta/kT}\), whose exponent is linear in \(\delta\). Sufficiently close to the top the linear term is the larger, so the estimate favours energies below the top. It is not used for the current itself, because it assumes constant slopes and those of the real edge vary.

For the current, expand the wave function in radial subbands with edges \(\varepsilon_i\):

\[
-\frac{\hbar^2}{2m}\psi_i''+\sum_jH_{ij}(z)\psi_j=E\psi_i,\qquad
H_{ij}=\varepsilon_i\delta_{ij}+\langle i|u+w|j\rangle .
\]

On points spaced by \(a=0.1\) nm, with \(\tau=\hbar^2/2ma^2\), this becomes

\[
\psi_{p-1}=D_p\psi_p-\psi_{p+1},\qquad D_p=2+\frac{H_p-E}{\tau}.
\]

Setting \(\psi_{p+1}=S_p\psi_p\) gives \(S_{p-1}=(D_p-S_p)^{-1}\). The recursion starts in the drain, where each mode is an outgoing wave, or a decaying one if closed, with factor \(e^{iqa}\) per step. In the source let \(\Lambda\) be the diagonal matrix of these factors. An incoming amplitude \(g\) and a reflected amplitude \(\rho\) give \(\psi_0=g+\rho\) and \(\psi_{-1}=\Lambda^{-1}g+\Lambda\rho\). Eliminating \(\rho\),

\[
(D_0-S_0-\Lambda)\psi_0=(\Lambda^{-1}-\Lambda)g .
\]

The product of the \(S_p\) carries \(\psi_0\) to the drain. Weighting each \(|\psi_i|^2\) there by \(\sin q_ia\), and dividing by the incoming \(\sin qa\), gives \(T\).

Four radial subbands are kept for angular momentum zero, and four for the pair \(\pm1\), which is counted twice. Electrons enter from the lowest subband of each set; the next zero-angular-momentum subband lies 0.523 eV higher. The energy integral uses 2 meV steps up to 1 eV. The pair supplies about 0.2% of the current or less, and higher angular momenta are omitted.

| Acceptor | \(\Delta E\) (meV) | Classical \(I/I_0\) | One subband | Coupled subbands |
|---|---:|---:|---:|---:|
| source-side | 86.3 | 0.036 | 0.17 | 0.18 |
| central | 124.6 | 0.0081 | 0.081 | 0.086 |
| drain-side | 10.2 | 0.67 | 0.61 | 0.61 |

Each ratio uses the undoped current at the same level of treatment. With coupled subbands that current is 2.22 pA, and it becomes 0.40, 0.19 and 1.35 pA with the acceptor at the source side, centre and drain side.

The central acceptor thus lowers the current about twelvefold, not the more than hundredfold of the classical ratio. In one subband its current is \(0.0811\times2.212=0.179\) pA, against \(0.00807\times1.860=0.015\) pA classically. Energies above the top cannot contribute more than the classical amount, because there \(T\le1\). At least \(1-0.015/0.179\), or about 92%, of the one-subband current therefore tunnels below the top. Subband mixing then raises the ratio by only about 6%, although diagonalizing \(H_{ij}\) in the acceptor's cross-section, with the four subbands of angular momentum zero, puts the top about 15 meV below that of the averaged edge.

If the coupled ratio is written as \(e^{-\Delta E_{\rm eff}/kT}\), the effective barrier changes are 45, 64 and 13 meV. These describe the current at this temperature and are not heights of the potential.

For the drain-side acceptor the quantum ratio is lower than the classical one. In one subband, the transmission calculation raises the undoped current from 1.86 to 2.21 pA, or by 19%, but the current with the acceptor only from \(0.674\times1.860=1.25\) to \(0.606\times2.212=1.34\) pA, or by 7%.

## Low drain bias and limits of the result

As \(V_D\to0\), reflection about mid-channel exchanges the source-side and drain-side devices, so their barrier changes become equal. At \(V_D=0.05\) V the undoped top is at 7.87 nm, and the changes are 75.8, 128.9 and 66.6 meV. The coupled-subband current ratios are 0.24, 0.081 and 0.28. The large source–drain contrast at 0.60 V is therefore produced by drain bias. The strong effect of a central acceptor is present at both voltages.

The numbers belong to an acceptor on the axis. Away from it, the acceptor would also mix different angular momenta, which this calculation excludes. Scattering, the dielectric self-energy of the electron and electrons spilling in from the contacts are omitted too. So are gate leakage through the thin oxide and interband tunnelling near the drain. In a real transistor either could add to currents as small as these, so the ratios describe only the electron current from source to drain. The model also puts about 1.0 V across the oxide at the drain end, a field near 12 MV/cm, which is in the range where silicon dioxide breaks down. Electrons reach the drain with about 1 eV of kinetic energy, beyond the range where a single parabolic valley describes a real semiconductor. The neglect of mobile charge is a subthreshold approximation, which becomes less accurate as the gate lowers the barrier and electrons fill the channel.
